# Cubic indentation law of a point-loaded circular membrane without pretension

A thin film spans a circular hole and is held at the rim. A probe pushes down at its centre, and force is recorded against depth. If the film was stretched beforehand, the first response to a probe of fixed contact area is linear. If it was flat but unstressed, there is initially no tension to resist the probe: the indentation must create the tension that carries the load. What force law follows, and can its coefficient be found in closed form?

## 1. A strip first

Take a narrow strip of width $b$, thickness $h$ and Young modulus $E$, clamped at $x=\pm a$ and pushed down by $w_0$ at its middle. Its sides are free, so the stress is uniaxial, and bending is neglected. Each half is straight, with slope $\theta=w_0/a$ and strain

$$\varepsilon=\sqrt{1+\theta^2}-1\simeq \frac{\theta^2}{2}.$$

The tension in each half is $Ehb\,\varepsilon$, and its vertical component is this tension times $\theta$ for small $\theta$. Two halves carry the load:

$$F=2\,Ehb\,\frac{\theta^2}{2}\,\theta=\frac{Ehb\,w_0^3}{a^3}.$$

Two powers of depth come from stretching and one from the inclination of the tension.

**Limits.** An initial force per width $N_0$ adds $2bN_0w_0/a$, which dominates at small depth. The cubic law therefore needs $N_0\ll Eh\theta^2/2$, a condition that becomes harder to meet as the depth decreases. At larger slope, the strain is $\theta^2/2-\theta^4/8$ and the vertical projection is $\theta-\theta^3/2$. Their product changes the force by the relative amount $-\theta^2/4-\theta^2/2=-3\theta^2/4$, or $-0.03\,\%$ at $\theta=0.02$.

For a disc the only in-plane length is $a$. Replacing $b$ by a length of order $a$ suggests $F\sim Ehw_0^3/a^2$. The coefficient requires the stress field.

## 2. The disc: strains and balance

The disc is homogeneous, isotropic and linearly elastic, with Poisson ratio $\nu$, where $0<\nu<1$. Let $w(r)$ be the depth, positive along the force, and $u(r)$ the outward radial displacement. The clamp gives $u(a)=w(a)=0$; bending stiffness is neglected. For small strains and moderate rotations (Föppl membrane theory),

$$\varepsilon_r=u'+\frac{w'^2}{2},\qquad \varepsilon_\theta=\frac{u}{r}.$$

The second strain is the relative change of a circle's circumference. With $N_r,N_\theta$ denoting forces per length, plane-stress elasticity gives

$$Eh\,\varepsilon_r=N_r-\nu N_\theta,\qquad Eh\,\varepsilon_\theta=N_\theta-\nu N_r.$$

Equilibrium makes the elastic energy minus $Fw(0)$ stationary:

$$2\pi\int_0^a\left[N_r(\delta u'+w'\delta w')+N_\theta\frac{\delta u}{r}\right]r\,dr-F\,\delta w(0)=0.$$

For the $\delta u$ terms, integrate $rN_r\delta u'$ by parts. The boundary terms vanish, leaving

$$(rN_r)'=N_\theta.$$

For the $\delta w$ terms, $\delta w(a)=0$ implies $\delta w(0)=-\int_0^a\delta w'\,dr$. Since $\delta w'$ is arbitrary,

$$2\pi rN_rw'=-F.$$

The vertical pull across every circle balances the point force. The minus sign is there because depth decreases outward.

**Limit: strong pretension.** If $N_r=N_\theta=N_0$ is uniform, the first balance holds. The second integrates to

$$w=\frac{F}{2\pi N_0}\ln\frac ar .$$

The depth diverges at a point load. A rigid disc of radius $c$ instead gives $F=2\pi N_0w_0/\ln(a/c)$. An independent minimisation of the discretised energy, with initial strain included, reproduced this linear force with ratio 1.0001. The divergence at a point load comes from holding the tension uniform. In the full membrane equations the tension rises towards the centre, and the depth stays finite with or without pretension.

## 3. One equation for the tension

Define $\psi=rN_r$. Then $N_\theta=\psi'$ and $w'=-F/(2\pi\psi)$. The hoop strain gives the displacement:

$$Eh\,u=r(N_\theta-\nu N_r)=r\psi'-\nu\psi.$$

Differentiate this, and separately write $u'=\varepsilon_r-w'^2/2$:

$$r\psi''+\psi'-\nu\psi'=\frac{\psi}{r}-\nu\psi'-\frac{Eh}{2}w'^2.$$

The terms in $\nu$ cancel. Inserting the slope yields

$$r\psi''+\psi'-\frac{\psi}{r}=-\frac{K}{\psi^2},\qquad K=\frac{EhF^2}{8\pi^2}.$$

Poisson's ratio now enters through the boundary conditions alone: $r\psi'-\nu\psi=0$ at $r=a$ and in the limit $r\to0$.

I seek taut solutions, $\psi>0$ for $r>0$, with a finite limit at the centre. That limit must be zero. If it were $\psi_c\ne0$, the central condition would give $r\psi'\to\nu\psi_c$, hence a term $\nu\psi_c\ln r$, which is not finite.

## 4. Why one-third gives a closed solution

Can every point move vertically, with $u=0$ throughout? Then $r\psi'=\nu\psi$, so $\psi=Cr^\nu$. Substitution gives

$$[\nu(\nu-1)+\nu-1]\,Cr^{\nu-1}=(\nu^2-1)Cr^{\nu-1}=-\frac{K}{C^2}r^{-2\nu}.$$

The powers agree if $\nu-1=-2\nu$, or $\nu=1/3$. The coefficients then require

$$\frac89C^3=K=\frac{EhF^2}{8\pi^2},\qquad C^3=\frac{9EhF^2}{64\pi^2}.$$

Both boundary conditions hold because $u$ vanishes everywhere. Integrate the slope inward from the rim:

$$w(r)=\frac{F}{2\pi C}\int_r^a s^{-1/3}ds=\frac{3F}{4\pi C}\left(a^{2/3}-r^{2/3}\right).$$

At the centre $w_0=3Fa^{2/3}/(4\pi C)$. Its cube, with $C^3$ inserted, is

$$w_0^3=\frac{27F^3a^2}{64\pi^3}\,\frac{64\pi^2}{9EhF^2}=\frac{3Fa^2}{\pi Eh}.$$

Therefore

$$\boxed{F=\frac{\pi Eh\,w_0^3}{3a^2}},\qquad w(r)=w_0\left[1-\left(\frac ra\right)^{2/3}\right].$$

The law is exact within the stated membrane equations for $\nu=1/3$, not for arbitrary rotations or a real plate.

**Field check.** The slope is $w'=-(2w_0/3a)(r/a)^{-1/3}$. Since $u=0$, Hooke's law gives

$$N_r=\frac{Eh}{1-1/9}\frac{w'^2}{2}=\frac{Ehw_0^2}{4a^2}\left(\frac ra\right)^{-2/3},\qquad N_\theta=\frac{N_r}{3}.$$

Both are tensile, so this solution has no compressive direction that would favour wrinkles. Hoop tension exists without hoop strain because the clamp and the surrounding material prevent Poisson contraction.

**Energy check.** Here $\varepsilon_\theta=0$ and $\varepsilon_r=w'^2/2$, so

$$U=2\pi\int_0^a\frac12N_r\frac{w'^2}{2}r\,dr=\frac\pi2\int_0^a(rN_rw')w'\,dr.$$

The bracket equals $-F/(2\pi)$, while $\int_0^a w'dr=-w_0$. Thus $U=Fw_0/4=\pi Ehw_0^4/(12a^2)$, and $dU/dw_0$ returns $F$.

## 5. Could another taut solution exist?

Suppose $\psi_1$ and $\psi_2$ belong to the same force, and let $\chi=\psi_1-\psi_2$. Subtract their equations, multiply by $\chi$ and integrate. At the rim $a\chi'=\nu\chi$; at the centre both $\chi$ and $r\chi'$ vanish. Hence

$$\nu\chi(a)^2-I=K\int_0^a\frac{\chi^2(\psi_1+\psi_2)}{\psi_1^2\psi_2^2}dr\ge0,$$

$$I=\int_0^a\left(r\chi'^2+\frac{\chi^2}{r}\right)dr.$$

But $\chi(a)^2=2\int_0^a\chi\chi'dr\le I$, because $2\chi\chi'\le r\chi'^2+\chi^2/r$. The left side is therefore at most $-(1-\nu)I\le0$. Both sides must vanish, so $\chi=0$. The solution is unique in the taut class defined above.

The energy minimisation also tests the coefficient without using the balance equations or the power law. At $w_0/a=0.05$, it gave $Fa^2/(Ehw_0^3)=1.04815$ with 100 cells and 1.04748 with 200, against $\pi/3=1.04720$. The finer result is high by 0.03 %. Its largest shape error was $6.9\times10^{-5}$ of $w_0$.

## 6. Generalizing: a small change at the rim

Let $\psi_0=Cr^{1/3}$ be the closed solution, and perturb it by a small $\chi$ at fixed $F$. Linearizing $-K/\psi^2$ gives $+2K\chi/\psi_0^3$. Since $K=8C^3/9$,

$$r\chi''+\chi'-\frac\chi r=\frac{16}{9}\frac\chi r.$$

For $\chi\propto r^m$, this requires $m^2-1=16/9$, so $m=\pm5/3$. The negative power is singular at the centre. Therefore

$$\frac{\chi}{\psi_0}=\epsilon\left(\frac ra\right)^{4/3}.$$

To first order, the new central depth is

$$\frac F{2\pi}\int_0^a\frac{1}{\psi_0}\left(1-\frac\chi{\psi_0}\right)dr
=\frac{Fa^{2/3}}{2\pi C}\left(\frac32-\frac\epsilon2\right)
=w_0\left(1-\frac\epsilon3\right).$$

At fixed force the depth falls by $\epsilon/3$; at fixed depth, because $F\propto w_0^3$ at leading order, the force rises by $\epsilon$. Two cases determine $\epsilon$.

**Another Poisson ratio.** The rim condition, kept to first order, is

$$a\chi'-\frac13\chi=\left(\nu-\frac13\right)\psi_0\quad\text{at }r=a.$$

The left side is $(5/3-1/3)\epsilon\psi_0=4\epsilon\psi_0/3$. Thus $\epsilon=\frac34(\nu-\frac13)$ and

$$F\simeq\frac{\pi Ehw_0^3}{3a^2}\left[1+\frac34\left(\nu-\frac13\right)\right].$$

For $\nu=0.31$ the predicted change is $-1.75\,\%$; the full membrane calculation gives $-1.7\,\%$. At $\nu=0.1$ the linear formula gives a coefficient of 0.864, while the numerical value is 0.905, so the first-order estimate is then about 5 % low. The cubic power itself survives for every fixed $\nu$: scaling $w$ by $\lambda$, $u$ and $\psi$ by $\lambda^2$, and $F$ by $\lambda^3$ leaves the equations unchanged.

**Weak residual tension.** Let the flat film carry a uniform stress $\sigma_0$, with $N_0=h\sigma_0$, and keep $\nu=1/3$. Measuring $u$ from this stretched state removes the initial hoop strain $(1-\nu)N_0/(Eh)$. The rim condition becomes

$$a\psi'-\nu\psi=(1-\nu)N_0a.$$

Consequently $4\epsilon\psi_0(a)/3=2N_0a/3$. With $\psi_0(a)=ah\sigma_a$, where $\sigma_a=Ew_0^2/(4a^2)$ is the ideal radial stress at the rim,

$$\epsilon=\frac{\sigma_0}{2\sigma_a},\qquad F\simeq\frac{\pi Ehw_0^3}{3a^2}\left(1+\frac{\sigma_0}{2\sigma_a}\right).$$

Since $\sigma_a\propto w_0^2$, the added force is linear in depth, as for the strip. Compression has a negative sign, but the rim hoop force is proportional to $\frac13+\frac53\epsilon$. In this approximation it vanishes at $\epsilon=-1/5$, or $\sigma_0=-0.4\sigma_a$; the full membrane equations put the point slightly earlier, near $-0.36\sigma_a$. Under stronger compression a wrinkled film needs a different model.

## 7. A nickel film

Nickel is a useful case because its Poisson ratio, roughly 0.31, is close to one-third. Take rough typical values for a free-standing film: $E=200$ GPa and $h=100$ nm. The radius is $a=100$ µm and the depth $w_0=2.0$ µm. The ideal law gives

$$F=\frac{\pi(200\times10^9)(100\times10^{-9})(2.0\times10^{-6})^3}{3(100\times10^{-6})^2}\,\mathrm N=16.8\ \mathrm{\mu N},$$

or about 16 800 nN. At half the depth it gives 2.09 µN, one eighth as much. The tangent stiffness $dF/dw_0=3F/w_0$ is 25.1 N/m at full depth. The rim radial stress is

$$\sigma_a=\frac{200\ \mathrm{GPa}}4(0.020)^2=20.0\ \mathrm{MPa}.$$

This small stress decides how tolerant the law is of residual stress. The formula of section 6 predicts force changes of 2.5 % for 1 MPa and 25 % for 10 MPa; the full calculations give nearly the same values. At 100 MPa the correction is no longer small, so the first-order formula has no claim to accuracy: it gives 250 %, the full calculation 227 %. These comparisons hold depth and $\nu=1/3$ fixed.

**Bending.** A plate at a clamped rim must have zero slope, unlike the membrane. With bending rigidity $D=Eh^3/[12(1-\nu^2)]$, balancing bending against rim tension gives a layer of width

$$\ell=\sqrt{\frac{D}{h\sigma_a}}=\frac{a h}{w_0\sqrt{3(1-\nu^2)}}.$$

For $w_0/h=20$ and $\nu=1/3$, $\ell/a=0.031$. The layer alters the slope over this width, so its effect is expected at first order in $h/w_0$, not at second order. Near the centre, tension varies as $r^{-2/3}$, and the local bending length is $\ell(r/a)^{1/3}$. It equals $r$ at $r/a=(\ell/a)^{3/2}=0.005$; the membrane depth gained inside that radius is a fraction $(r/a)^{2/3}=\ell/a$ of $w_0$. This is again first order. The calculation with bending gives a force 13.3 % above the membrane law at the same depth. Twenty thicknesses are therefore not enough here for accuracy of a few per cent.

**Probe size.** The ideal radial stress reaches 1.0 GPa, a rough yield stress for nanocrystalline nickel, at $r=0.283$ µm. A real probe spreads the load. For a sphere of radius $R=10$ µm, equating its slope $c/R$ to the membrane slope estimates the contact radius $c$:

$$\left(\frac ca\right)^{4/3}=\frac{2w_0R}{3a^2}=1.33\times10^{-3},\qquad c\simeq0.70\ \mathrm{\mu m}.$$

The frictionless contact calculation gives 0.8 µm, a peak membrane stress of about 0.53 GPa (535 MPa on the 200-cell mesh, about 1 MPa above the converged value) and a force 6.8 % above the point-load law. The largest slope is reached at the contact edge and equals $c/R\simeq0.079$ (the mesh value 0.076 is slightly low); its square, 0.006, shows that large rotation is a minor concern.

This contact calculation omits bending, which makes the contact considerably smaller, to roughly 0.3 µm in thin-plate theory, and adds bending stress at the film's surface. If the film follows the sphere, its surface also has bending strain $h/(2R)=0.005$, corresponding to a biaxial stress $Eh/[2R(1-\nu)]\simeq1.4$ GPa. This exceeds the assumed yield stress. Local plastic flow should therefore be expected in this estimate, although the membrane stress alone would suggest an elastic contact. A larger probe reduces the bending strain but departs further from a point load.

**Against a real film.** The chosen dimensions and elastic constants are plausible for a thin metal membrane; the absence of residual stress is the unusual assumption. Deposited metal films can carry tensile stresses of roughly 100 MPa, enough in this model to more than triple the force. Temperature matters too: an expansion mismatch of 10 ppm/K produces 2.9 MPa per kelvin if the frame holds the film. By the linear estimate, that is a 7 % force change per kelvin, with a sign set by the sense of the temperature change and mismatch. The film's weight, by contrast, is $1.6\times10^{-5}$ of the force.

For measuring a modulus, the inversion is

$$E=\frac{3Fa^2}{\pi hw_0^3}.$$

A relative depth error of 1 % changes $E$ by about 3 %. A hidden tension of 10 MPa at the present depth would make the inferred modulus 25 % too high. In the first-order estimate, keeping the tension error below 10 % requires $\sigma_0<0.2\sigma_a$, here 4 MPa. Bending and probe corrections must be small as well; the percentages above were computed separately and do not add: with bending and the spherical probe together, thin-plate theory gives a force about 14 % above the membrane law, not 20 %. The numerical output lists the individual cases.

## Numbers as computed

```
TESTS (dimensionless)
F a^2/(E h w0^3), closed law pi/3: 1.04720
same, energy minimum, 100 cells: 1.04815
same, energy minimum, 200 cells: 1.04748
largest shape error / w0: 6.9e-05
largest |u| a/w0^2 at nu=1/3: 2.3e-04
largest |u| a/w0^2 at nu=0.1: 2.9e-02
F a^2/(E h w0^3) at nu=0.1: 0.9049
linear plate force, solver/formula: 0.9999
linear tension force, solver/formula: 1.0001
NICKEL FILM, INPUTS (rough typical values)
Young modulus: 200 GPa
Poisson ratio of nickel: 0.31
thickness: 100 nm
membrane radius: 100 um
central depth: 2.0 um
probe radius: 10 um
yield stress, nanocrystalline film: 1.0 GPa
thermal expansion mismatch: 10 ppm/K
mass density: 8900 kg/m3
IDEAL LAW (nu = 1/3)
depth/radius: 0.020
depth/thickness: 20
force: 16.76 uN
force, converted: 16755 nN
force at half the depth: 2.09 uN
tangent stiffness 3F/w0: 25.1 N/m
stored energy F w0/4: 8.38 pJ
radial stress at edge: 20.0 MPa
hoop stress at edge: 6.67 MPa
radius where ideal radial stress = yield: 0.283 um
NEGLECTED EFFECTS, each alone, at the same depth
force change, nickel Poisson ratio: -1.7 %
force change, bending stiffness: +13.3 %
force change, spherical probe: +6.8 %
contact radius of probe: 0.8 um
peak radial stress under probe: 535 MPa
largest slope with probe: 0.076
force change, residual stress 1 MPa: +2 %
force change, residual stress 10 MPa: +25 %
force change, residual stress 100 MPa: +227 %
thermal stress per kelvin: 2.9 MPa/K
film weight / force: 1.6e-05
```
